# How Much Confinement Widens the Gap of a 2 nm Hafnia Film: verification in Python

```python
# RESULT UNDER TEST: a film of thickness L with impenetrable walls has a
# single-particle gap larger than the bulk gap by
#     dE = pi^2 hbar^2 / (2 mu L^2),   1/mu = 1/m_electron + 1/m_hole,
# which is about 0.19 eV for L = 2 nm and mu = 0.5 free-electron masses.
# Units: energy eV, length nm, masses in free-electron masses.
# KIN = hbar^2/(2 m0) in eV nm^2; COUL = e^2/(4 pi eps0) in eV nm.
# The program also sizes effects which this model neglects.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9


def hard_wall_level(mass, width, n=1):
    return KIN * (n * np.pi / width)**2 / mass


def gap_increase(mu, width):
    return KIN * np.pi**2 / (mu * width**2)


def grid_levels(mass, box, potential=None, interior=1999, count=1):
    """Lowest levels by finite differences; wavefunction zero at box ends."""
    h = box / (interior + 1)
    z = np.arange(1, interior + 1) * h - box / 2
    diagonal = np.full(interior, 2 * KIN / (mass * h**2))
    if potential is not None:
        diagonal = diagonal + potential(z, h)
    off = np.full(interior - 1, -KIN / (mass * h**2))
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, count - 1))


def finite_wall_level(mass, width, barrier):
    """Ground level from k tan(k L/2) = kappa, with x = k L/2."""
    x0 = np.sqrt(mass * barrier / KIN) * width / 2
    x = brentq(lambda t: t * np.sin(t) - np.sqrt(x0**2 - t**2) * np.cos(t),
               0.0, min(x0, np.pi / 2), xtol=1e-14)
    return KIN / mass * (2 * x / width)**2


def widened_film_level(mass, width, barrier):
    depth = np.sqrt(KIN / (mass * barrier))
    return hard_wall_level(mass, width + 2 * depth)


def image_energy(eps_in, eps_out, width):
    alpha = (eps_in - eps_out) / (eps_in + eps_out)
    return -np.log(1 - alpha) * COUL / (eps_in * width)


def image_energy_matched(eps_in, eps_out, width):
    """Mid-plane self-energy from matching the potential at the faces."""
    a = width / 2

    def reflected(k):
        decay = np.exp(-k * a)
        matrix = np.array([[np.cosh(k * a), -1.0],
                           [eps_in * np.sinh(k * a), eps_out]])
        return np.linalg.solve(matrix, [-decay, eps_in * decay])[0]
    integral = quad(reflected, 0, 30 / a, epsabs=1e-11, limit=200)[0]
    return COUL / (2 * eps_in) * integral


# ---------- example inputs (rough round values for hafnia) ----------
L = 2.0
m_el, m_ho = 1.0, 1.0
mu = 1 / (1 / m_el + 1 / m_ho)
bulk_gap = 5.7
wall_el, wall_ho = 2.0, 1.0
eps_film, eps_clad, eps_static = 4.0, 2.0, 25.0
field_MV_cm = 2.0
temperature = 300.0
cell = 0.5
thickness_error = 0.25

# ---------- hard walls: formula against diagonalization ----------
for me_, mh_, width in [(1.0, 1.0, 2.0), (0.75, 1.5, 2.0),
                        (0.5, 0.5, 2.0), (0.6, 2.0, 3.0), (1.0, 1.0, 1.5)]:
    numeric = grid_levels(me_, width)[0] + grid_levels(mh_, width)[0]
    pair_mass = me_ * mh_ / (me_ + mh_)
    assert abs(numeric / gap_increase(pair_mass, width) - 1) < 1e-5
lowest = grid_levels(m_el, L, count=3)
for n in (1, 2, 3):
    assert abs(lowest[n - 1] / hard_wall_level(m_el, L, n) - 1) < 1e-5
grid_increase = grid_levels(m_el, L)[0] + grid_levels(m_ho, L)[0]
assert abs(grid_increase - 0.19) < 0.005
dE = gap_increase(mu, L)

# ---------- finite walls ----------
wall_levels = []
for mass, barrier in [(m_el, wall_el), (m_ho, wall_ho)]:
    def step(z, h, barrier=barrier):
        inside = np.where(np.abs(z) > L / 2, barrier, 0.0)
        at_face = np.abs(np.abs(z) - L / 2) < h / 4
        return np.where(at_face, barrier / 2, inside)
    matched = finite_wall_level(mass, L, barrier)
    gridded = grid_levels(mass, L + 6.0, step, interior=3999)[0]
    assert abs(gridded / matched - 1) < 1e-3
    assert abs(widened_film_level(mass, L, barrier) / matched - 1) < 0.01
    wall_levels.append(matched)
assert abs(finite_wall_level(1.0, L, 1e6) / hard_wall_level(1.0, L) - 1) < 1e-3
dE_finite = sum(wall_levels)


# ---------- electric field across the film ----------
def field_shift(mass, field, charge_sign):
    slope = charge_sign * field * 0.1       # 1 MV/cm = 0.1 V/nm
    tilted = grid_levels(mass, L, lambda z, h: slope * z)[0]
    return tilted - grid_levels(mass, L)[0]


def second_order_shift(mass, field):
    factor = (15 - np.pi**2) / (24 * np.pi**4)
    return -factor * mass * (0.1 * field)**2 * L**4 / (2 * KIN)


weak = 0.1
for sign in (+1, -1):
    ratio = field_shift(m_el, weak, sign) / second_order_shift(m_el, weak)
    assert abs(ratio - 1) < 0.01
dE_field = field_shift(m_el, field_MV_cm, 1) + field_shift(m_ho, field_MV_cm, -1)
dE_field_2nd = (second_order_shift(m_el, field_MV_cm)
                + second_order_shift(m_ho, field_MV_cm))
assert dE_field < 0

# ---------- image charges ----------
for outside in (1.0, eps_clad, 10.0, 1e9):
    assert abs(image_energy_matched(eps_film, outside, L)
               - image_energy(eps_film, outside, L)) < 1e-6
image_clad = 2 * image_energy(eps_film, eps_clad, L)
image_vacuum = 2 * image_energy(eps_film, 1.0, L)
image_metal = 2 * image_energy(eps_film, 1e9, L)

# ---------- bulk electron-hole pair ----------
pairs = {}
for eps in (eps_film, eps_static):
    radius = 2 * KIN * eps / (mu * COUL)
    binding = COUL / (2 * eps * radius)
    points = 3999
    h = 20 * radius / (points + 1)
    r = np.arange(1, points + 1) * h
    energy, u = eigh_tridiagonal(2 * KIN / (mu * h**2) - COUL / (eps * r),
                                 np.full(points - 1, -KIN / (mu * h**2)),
                                 select='i', select_range=(0, 0))
    assert abs(-energy[0] / binding - 1) < 1e-3
    assert abs(np.sum(r * u[:, 0]**2) / (1.5 * radius) - 1) < 1e-3
    pairs[eps] = (radius, binding)


# ---------- cosine band: chain of cells with the film's width ----------
def cosine_level(mass):
    return 2 * KIN / (mass * cell**2) * (1 - np.cos(np.pi * cell / L))


sites = round(L / cell) - 1
hop = KIN / (m_el * cell**2)
chain = (2 * hop * np.eye(sites) - hop * np.eye(sites, k=1)
         - hop * np.eye(sites, k=-1))
assert abs(np.linalg.eigvalsh(chain)[0] - cosine_level(m_el)) < 1e-10
dE_cosine = cosine_level(m_el) + cosine_level(m_ho)

# ---------- temperature ----------
kT = sc.k * temperature / sc.e
spacing = hard_wall_level(m_el, L, 2) - hard_wall_level(m_el, L, 1)

# ---------- output ----------
print(f"Film thickness: {L:.2f} nm")
print(f"Electron mass, hole mass: {m_el:.2f}, {m_ho:.2f} m0")
print(f"Reduced mass: {mu:.2f} m0")
print(f"hbar^2/(2 m0): {KIN:.5f} eV nm^2")
print(f"Wavenumber pi/L: {np.pi / L:.4f} 1/nm")
print(f"Electron level, hard walls: {hard_wall_level(m_el, L):.4f} eV")
print(f"Hole level, hard walls: {hard_wall_level(m_ho, L):.4f} eV")
print(f"GAP INCREASE, formula: {dE:.4f} eV = {1000 * dE:.0f} meV")
print(f"Gap increase, diagonalization: {grid_increase:.4f} eV")
print(f"Bulk gap (rough input): {bulk_gap:.1f} eV")
print(f"Increase relative to bulk gap: {100 * dE / bulk_gap:.1f} %")
print(f"Increase if each mass is 0.5 m0: {gap_increase(0.25, L):.3f} eV")
print(f"Increase for reduced mass 0.4 m0: {gap_increase(0.4, L):.3f} eV")
print(f"Increase for reduced mass 0.6 m0: {gap_increase(0.6, L):.3f} eV")
for width in (L - thickness_error, L + thickness_error, 5.0, 10.0):
    print(f"Increase at thickness {width:.2f} nm: {gap_increase(mu, width):.4f} eV")
print(f"Wall heights, electron and hole: {wall_el:.1f}, {wall_ho:.1f} eV")
print(f"Penetration depth 1/kappa0, electron: {np.sqrt(KIN / (m_el * wall_el)):.3f} nm")
print(f"Penetration depth 1/kappa0, hole: {np.sqrt(KIN / (m_ho * wall_ho)):.3f} nm")
print(f"Electron level, finite walls: {wall_levels[0]:.4f} eV")
print(f"Hole level, finite walls: {wall_levels[1]:.4f} eV")
print(f"Gap increase, finite walls: {dE_finite:.4f} eV")
print(f"Change due to finite walls: {dE_finite - dE:+.4f} eV")
print(f"Relative change, finite walls: {100 * (dE_finite / dE - 1):+.0f} %")
print(f"Field: {field_MV_cm:.1f} MV/cm")
print(f"Voltage across film: {0.1 * field_MV_cm * L:.2f} V")
print(f"Gap change by field, diagonalization: {dE_field:+.4f} eV")
print(f"Gap change by field, second order: {dE_field_2nd:+.4f} eV")
print(f"Electronic permittivity, film and cladding: {eps_film:.1f}, {eps_clad:.1f}")
print(f"Image-charge gap change, oxide cladding: {image_clad:+.3f} eV")
print(f"Image-charge gap change, vacuum: {image_vacuum:+.3f} eV")
print(f"Image-charge gap change, metal: {image_metal:+.3f} eV")
for eps, (radius, binding) in pairs.items():
    print(f"Bulk pair, permittivity {eps:.0f}: radius {radius:.2f} nm, "
          f"binding {binding:.3f} eV")
print(f"Lattice cell (rough input): {cell:.2f} nm")
print(f"Gap increase with cosine bands: {dE_cosine:.4f} eV")
print(f"Relative change, cosine bands: {100 * (dE_cosine / dE - 1):+.1f} %")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Spacing of first two electron levels: {spacing:.3f} eV")
print(f"Boltzmann factor of that spacing: {np.exp(-spacing / kT):.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
Film thickness: 2.00 nm
Electron mass, hole mass: 1.00, 1.00 m0
Reduced mass: 0.50 m0
hbar^2/(2 m0): 0.03810 eV nm^2
Wavenumber pi/L: 1.5708 1/nm
Electron level, hard walls: 0.0940 eV
Hole level, hard walls: 0.0940 eV
GAP INCREASE, formula: 0.1880 eV = 188 meV
Gap increase, diagonalization: 0.1880 eV
Bulk gap (rough input): 5.7 eV
Increase relative to bulk gap: 3.3 %
Increase if each mass is 0.5 m0: 0.376 eV
Increase for reduced mass 0.4 m0: 0.235 eV
Increase for reduced mass 0.6 m0: 0.157 eV
Increase at thickness 1.75 nm: 0.2456 eV
Increase at thickness 2.25 nm: 0.1486 eV
Increase at thickness 5.00 nm: 0.0301 eV
Increase at thickness 10.00 nm: 0.0075 eV
Wall heights, electron and hole: 2.0, 1.0 eV
Penetration depth 1/kappa0, electron: 0.138 nm
Penetration depth 1/kappa0, hole: 0.195 nm
Electron level, finite walls: 0.0725 eV
Hole level, finite walls: 0.0656 eV
Gap increase, finite walls: 0.1380 eV
Change due to finite walls: -0.0500 eV
Relative change, finite walls: -27 %
Field: 2.0 MV/cm
Voltage across film: 0.40 V
Gap change by field, diagonalization: -0.0357 eV
Gap change by field, second order: -0.0369 eV
Electronic permittivity, film and cladding: 4.0, 2.0
Image-charge gap change, oxide cladding: +0.146 eV
Image-charge gap change, vacuum: +0.330 eV
Image-charge gap change, metal: -0.250 eV
Bulk pair, permittivity 4: radius 0.42 nm, binding 0.425 eV
Bulk pair, permittivity 25: radius 2.65 nm, binding 0.011 eV
Lattice cell (rough input): 0.50 nm
Gap increase with cosine bands: 0.1785 eV
Relative change, cosine bands: -5.0 %
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Spacing of first two electron levels: 0.282 eV
Boltzmann factor of that spacing: 1.8e-05
ALL CHECKS PASSED
```
